# Voltage gain and relaxation time of a ferroelectric-dielectric stack

A ferroelectric layer of thickness $t_f$ lies on a linear dielectric of thickness $t_d$ and permittivity $\varepsilon_d$, between two metal plates held at a voltage difference $V$. All capacitances and charges are per unit area, and SI units are used. The dielectric has capacitance $C_d=\varepsilon_d/t_d$. The polarization $P$ is normal to the layers and uniform. In the ferroelectric the field obeys the Landau-Khalatnikov equation

$$E=-aP+bP^3+\rho\,\frac{dP}{dt},\qquad a,b,\rho>0 .$$

The first two terms derive from a Landau energy density $-aP^2/2+bP^4/4$; $\rho$ is a damping constant with the unit of a resistivity. Until part (f), the displacement in the ferroelectric is taken as $P$ alone. The plates are ideal, there is no leakage, and no charge is trapped at the interface.

## (a) Find the equation of motion of the stack and the energy that it lowers.

**Solution.** With no free charge at the interface, the normal displacement is continuous, so the dielectric also carries displacement $P$. Its voltage is $V_d=Pt_d/\varepsilon_d=P/C_d$. The two voltages add to the applied one:

$$V=t_fE+V_d=t_f\left(-aP+bP^3+\rho\frac{dP}{dt}\right)+\frac{P}{C_d}.$$

Moving all but the damping term to the other side gives

$$\rho t_f\frac{dP}{dt}=V+at_fP-bt_fP^3-\frac{P}{C_d}=-\frac{\partial G}{\partial P},$$

$$G=t_f\left(-\frac{aP^2}{2}+\frac{bP^4}{4}\right)+\frac{P^2}{2C_d}-VP .$$

The last term is minus the work done by the source. At fixed $V$,

$$\frac{dG}{dt}=\frac{\partial G}{\partial P}\frac{dP}{dt}=-\rho t_f\left(\frac{dP}{dt}\right)^2\le 0,$$

so the stack slides downhill in $G$. The product $\rho t_f$ acts as a resistance times area.

## (b) Find the static internal voltage gain, the relaxation time and the condition for stability.

**Solution.** Let $P_0$ be the equilibrium at a bias $V_0$. Put $V=V_0+\delta V$ and $P=P_0+\delta P$. The zeroth-order terms cancel because $P_0$ is an equilibrium. To first order $\delta(P^3)=3P_0^2\,\delta P$, hence

$$\rho t_f\frac{d\,\delta P}{dt}=\delta V-K\,\delta P,\qquad K=\frac1{C_d}-at_f+3bt_fP_0^2 .$$

With $\delta V=0$ the solution is $\delta P\propto e^{-Kt/(\rho t_f)}$. The state is therefore stable against uniform changes of $P$ for $K>0$ (part (h) treats stripes), with relaxation time

$$\tau=\frac{\rho t_f}{K}.$$

In the static limit $\delta P=\delta V/K$. The voltage on the dielectric changes by $\delta P/C_d$, so the gain is

$$A_0=\frac{dV_d}{dV}=\frac1{C_dK}.$$

At zero bias, define $|C_f|=1/(at_f)$, the magnitude of the negative capacitance of the ferroelectric alone. Then $K=1/C_d-1/|C_f|$, and

$$A_0=\frac{1/C_d}{1/C_d-1/|C_f|}=\frac{|C_f|}{|C_f|-C_d}.$$

Stability requires $C_d<|C_f|$, and the gain then exceeds one. The ferroelectric carries the voltage $(1-A_0)\,\delta V$, opposite in sign to the applied change. No energy is created: the source delivers the larger charge $\delta V/K$. Near matching, $C_d\to|C_f|$, the restoring stiffness $K$ vanishes, so a small voltage moves much charge, but slowly.

## (c) Relate the relaxation time to the gain. What becomes of the bandwidth?

**Solution.** From $A_0=1/(C_dK)$ we have $1/K=C_dA_0$. Inserting this in $\tau=\rho t_f/K$ gives

$$\boxed{\tau=\rho t_fC_d\,A_0,\qquad \frac{A_0}{\tau}=\frac1{\rho t_fC_d}}$$

The stiffness has dropped out. The ratio is the same at every stable bias and for every $a$, provided that $\rho$, $t_f$ and $C_d$ are held fixed.

The step response shows why. After a small step $\delta V$,

$$\delta V_d(t)=A_0\,\delta V\left(1-e^{-t/\tau}\right),\qquad \left.\frac{d\,\delta V_d}{dt}\right|_{0}=\frac{A_0}{\tau}\delta V=\frac{\delta V}{\rho t_fC_d}.$$

The polarization has not yet moved, so the restoring term $K\delta P$ is zero and damping alone sets the initial slope. Better matching does not make the voltage rise faster at the start; it lets the rise go on for longer.

For a signal $\delta V\propto e^{i\omega t}$, the linear equation gives $(i\omega\rho t_f+K)\,\delta P=\delta V$. Dividing by $K$ and using $\delta V_d=\delta P/C_d$,

$$A(\omega)=\frac{A_0}{1+i\omega\tau},\qquad |A|^2=\frac{A_0^2}{1+\omega^2\tau^2}.$$

The power response halves at $\omega\tau=1$, so the bandwidth is $f_3=1/(2\pi\tau)$ and

$$A_0f_3=\frac1{2\pi\rho t_fC_d}.$$

The frequency at which $|A|=1$, which exists only for $A_0>1$, is a different quantity. It follows from $1+\omega^2\tau^2=A_0^2$:

$$f_1=\frac{\sqrt{A_0^2-1}}{2\pi\tau}=A_0f_3\sqrt{1-\frac1{A_0^2}} .$$

It depends on matching, though weakly once $A_0\gg1$.

## (d) Evaluate the result for a 12 nm ferroelectric on a 2 nm dielectric.

Take relative permittivity 300 for the dielectric, $a=5.0\times10^7$ m/F, $\rho=0.010$ Ω m, and spontaneous polarization $P_s=\sqrt{a/b}=20$ µC/cm².

**Solution.** The capacitances are $C_d=132.8$ µF/cm² $=1.328$ F/m² and $|C_f|=1/(5.0\times10^7\times12\times10^{-9})=1.667$ F/m². Hence

$$K=0.7529-0.6000=0.1529\ \text{m}^2/\text{F},\qquad A_0=\frac{0.7529}{0.1529}=4.92 .$$

The fixed time is $\rho t_fC_d=0.010\times12\times10^{-9}\times1.328$ s $=0.159$ ns, so $\tau=4.923\times0.1594=0.785$ ns. The bandwidth is 203 MHz and the gain-bandwidth product is 999 MHz. The unity-gain frequency is slightly lower, 978 MHz.

Now change the matching at fixed $\rho$, $t_f$ and $C_d$. Integrating the nonlinear equation of part (a) after a 1 µV step gives, at zero bias:

| $a$ ($10^7$ m/F) | gain | $\tau$ (ns) | product (MHz) |
|---|---|---|---|
| 2.5 | 1.66 | 0.265 | 999 |
| 5.0 | 4.92 | 0.785 | 999 |
| 6.0 | 22.9 | 3.64 | 999 |

Here $\tau$ is the time at which the response reaches $1-1/e$ of its final change. Bias does the same job in a single device. At 10 mV, $P_0=5.18$ µC/cm²; the term $3bt_fP_0^2$ raises $K$, and the gain falls to 2.75 while $\tau$ falls to 0.439 ns. Their ratio is unchanged, because the dielectric is taken as linear; part (i) gives the limit of this.

## (e) Does the conclusion survive if matching is tuned by thickness? What happens at the stability limit?

**Solution.** Work at zero bias and let $m=C_d/|C_f|=at_fC_d$. Then $A_0=1/(1-m)$ and $A_0-1=m/(1-m)$. Since $\rho t_fC_d=\rho m/a$,

$$\tau=\frac{\rho}{a}\frac{m}{1-m}=\frac{\rho}{a}(A_0-1),\qquad \frac{A_0}{\tau}=\frac{a}{\rho m}.$$

At fixed $a$ and $\rho$, with either thickness as the knob, $\tau$ is proportional to $A_0-1$, not to $A_0$. The ratio $A_0/\tau$ depends on matching and tends to $a/\rho$ as $m\to1$. In the example, ferroelectrics of 6, 12 and 14 nm have products of 1997, 999 and 856 MHz; the limit is $a/(2\pi\rho)=796$ MHz. The independence claimed in part (c) is therefore a statement about changes of stiffness in a given geometry.

At $K=0$ and zero bias, the linear term is absent and the linear theory fails. The equation becomes $\rho\,dP/dt=V/t_f-bP^3$. Its static response is $P=(V/bt_f)^{1/3}$, which is not proportional to $V$. With $V=0$, divide by $P^3$ and integrate from $P_i$ at $t=0$:

$$\frac1{P^2}=\frac1{P_i^2}+\frac{2bt}{\rho}.$$

The decay is algebraic, without a relaxation time. For $K<0$ the state $P=0$ is unstable, and the stack settles at $P=\pm\sqrt{-K/(bt_f)}$, found from $\partial G/\partial P=0$ with $K$ taken at $P=0$.

Large signals depart from the law even in a stable stack. A 10 mV step from zero gives $V_d/V=3.90$ and a $1-1/e$ time of 0.561 ns. The ratio of these, divided by $2\pi$, is 1106 MHz, 11% above the small-signal product. For a 1 mV step the gain is 4.90, within 0.5% of the linear value.

## (f) Include the background permittivity of the ferroelectric.

Electrons and the other, stiffer lattice modes respond at once and add $\varepsilon_bE$ to the displacement. Which part of the gain is still proportional to $\tau$? Treat zero bias.

**Solution.** Let $U=t_fE$ be the ferroelectric voltage, $C_b=\varepsilon_b/t_f$, and $S=C_b+C_d$. The plate charge is $Q=P+C_bU$, and

$$V=U+\frac{Q}{C_d}=U\,\frac{C_d+C_b}{C_d}+\frac P{C_d}\quad\Rightarrow\quad U=\frac{C_dV-P}{S}.$$

The linear field equation, multiplied by $t_f$, is $U=-at_fP+\rho t_f\,dP/dt$. Therefore

$$\rho t_f\frac{dP}{dt}=\frac{C_d}{S}V-\left(\frac1S-at_f\right)P,\qquad \tau=\frac{\rho t_fS}{1-at_fS}.$$

Stability now needs $at_fS<1$, a stricter condition than before. The static polarization is $P=C_dV/(1-at_fS)$. The dielectric voltage is

$$V_d=V-U=\frac{SV-C_dV+P}{S}=\frac{C_bV+P}{S}.$$

At very high frequency $P$ cannot follow, which leaves the capacitive divider $A_\infty=C_b/S$. The remainder of the static gain comes from $P$:

$$A_0-A_\infty=\frac{C_d}{S(1-at_fS)},\qquad \boxed{\frac{A_0-A_\infty}{\tau}=\frac{C_d}{\rho t_fS^2}}$$

The relaxing part of the gain is proportional to $\tau$, again without $a$. The whole gain is not, since $A_0/\tau$ contains the extra term $A_\infty/\tau$. As $C_b\to0$, $S\to C_d$ and the result of part (c) returns.

For a relative background permittivity of 30, $C_b=2.21$ µF/cm² and $A_\infty=0.016$. At $a=5.0\times10^7$ m/F, the gain becomes 5.20 and $\tau$ becomes 0.854 ns. The relaxing product is 966 MHz at each $a$ in the table. The full gain times its $-3$ dB frequency drifts from 976 MHz at the smallest $a$ to 967 MHz at the largest. Near matching the gain itself is more sensitive: at $a=6.0\times10^7$ m/F it rises from 22.9 to 35.4. The correction to the product is small because $C_b\ll C_d$; it need not be small for a thin ferroelectric on a low-permittivity dielectric.

## (g) Add imperfect electrodes and a resistive lead. Which one changes the product?

**Solution.** Neglect $C_b$ again. Finite screening in the metals acts as a series capacitance $C_e$; a lead acts as a series resistance times area $r$. The voltage balance gains two terms, $P/C_e$ and $r\,dP/dt$, so that

$$(\rho t_f+r)\frac{d\,\delta P}{dt}=\delta V-\left(K+\frac1{C_e}\right)\delta P .$$

Repeating part (b) gives

$$A_0=\frac1{C_d(K+1/C_e)},\qquad \tau=\frac{\rho t_f+r}{K+1/C_e},\qquad \frac{A_0}{\tau}=\frac1{(\rho t_f+r)C_d}.$$

Screening is one more contribution to the stiffness: it lowers gain and relaxation time together. The lead adds to the damping and lowers the product.

A 50 Ω lead on a 1 µm² capacitor has $r=5\times10^{-11}$ Ω m², against $\rho t_f=1.2\times10^{-10}$ Ω m². The product falls by the factor $1.2/1.7$, to 705 MHz.

An effective screening length $\lambda$ at each of two electrodes means $1/C_e=2\lambda/\varepsilon_0$. For $\lambda=0.010$ nm this is 2.26 m²/F, much larger than $K=0.153$ m²/F. The gain drops from 4.92 to $0.7529/(0.1529+2.26)=0.31$, while the product stays at 999 MHz. The gain is halved when $2\lambda/\varepsilon_0=K$, at $\lambda=0.0007$ nm. The gain of 4.92 is thus a property of the ideal-electrode model, not a forecast for a capacitor.

## (h) Can the uniform state break into stripe domains?

Add a gradient field $-g\nabla^2P$ and try $P=p\cos qx$, uniform through the ferroelectric. Let its in-plane permittivity be $\varepsilon_x$, and keep $\varepsilon_b$ normal to the layers.

**Solution.** Put the interface at $z=0$, with the ferroelectric at $-t_f<z<0$. The interface carries bound charge $p\cos qx$. Write the potential as $\Phi(z)\cos qx$, zero at both plates and $\phi$ at the interface. In the ferroelectric $\varepsilon_b\Phi''=\varepsilon_xq^2\Phi$, so with $\kappa=q\sqrt{\varepsilon_x/\varepsilon_b}$

$$\Phi=\phi\,\frac{\sinh\kappa(z+t_f)}{\sinh\kappa t_f},\qquad \Phi=\phi\,\frac{\sinh q(t_d-z)}{\sinh qt_d}\ \ (z>0).$$

The jump of $-\varepsilon\Phi'$ across the interface equals the bound charge amplitude:

$$\varepsilon_dq\,\phi\coth qt_d+\varepsilon_b\kappa\,\phi\coth\kappa t_f=p,\qquad \varepsilon_b\kappa=q\sqrt{\varepsilon_x\varepsilon_b}.$$

The field averaged through the ferroelectric has amplitude $-\phi/t_f$. It opposes $P$ with stiffness $N=\phi/(pt_f)$:

$$N(q)=\frac1{t_fq\left[\sqrt{\varepsilon_x\varepsilon_b}\coth\kappa t_f+\varepsilon_d\coth qt_d\right]} .$$

A stripe of this form costs energy if $-a+gq^2+N(q)>0$. For $q\to0$, $\coth x\to1/x$ gives $N\to1/(t_fS)$, which recovers the condition of part (f). At short wavelength $N$ falls, because opposite charges on neighbouring stripes compensate each other, and the gradient term must take over.

With relative $\varepsilon_x=300$, this condition holds at all $q$ if $g>4.6\times10^{-11}$ m³/F. For an assumed $g=1.0\times10^{-10}$ m³/F, the softest stripe of this form has period 24 nm and stiffness $6.8\times10^6$ m/F, below the uniform value of $1.17\times10^7$ m/F. The condition is necessary but not sufficient, because a stripe may also vary through the thickness.

That freedom matters here. Let $P=p(z)\cos qx$, with $dp/dz=0$ at both faces of the ferroelectric, and minimize the energy numerically over $p(z)$ and $q$. The best stripe is strong at the metal and weaker at the interface, which lowers its total energy. For $g=1.0\times10^{-10}$ m³/F it appears already at $a=4.0\times10^7$ m/F, with a period of about 16 nm. The background-corrected gain there is only 2.8. A wide film with this $g$ and the example's $a=5.0\times10^7$ m/F would therefore break into stripes, although the simpler trial stripe gave no warning.

With relative $\varepsilon_x=300$, the example needs $g$ above about $1.9\times10^{-10}$ m³/F to stay uniform. This threshold depends on the in-plane permittivity: it is $0.8\times10^{-10}$ m³/F for $\varepsilon_x=100$ and $5.2\times10^{-10}$ m³/F for $\varepsilon_x=1000$. With $\varepsilon_x=300$ and $g=3.0\times10^{-10}$ m³/F the example stays uniform, and stripes appear at $a=5.7\times10^7$ m/F, where the gain is about 13. The table row at $6.0\times10^7$ m/F obeys the uniform equations, but a wide film with either of these two values of $g$ would not stay uniform. Stripes, not the uniform condition, then limit the usable gain. The limit can be tighter still when the gradient energy is anisotropic. With a coefficient of $2.0\times10^{-11}$ m³/F along the layers and $5.1\times10^{-10}$ m³/F across them, stripes appear at $a=2.4\times10^7$ m/F, where the gain is only 1.6.

## (i) How do these numbers stand beside a real stack?

**Solution.** The parameters are round values for a model, not those of a particular film. The value of $a$ is close to that of unstrained bulk barium titanate near room temperature. An unstrained film, however, is just as unstable in the plane and would polarize there, against the assumption of a positive $\varepsilon_x$. In-plane compression, as on strontium titanate, can remove that instability, but common Landau constants then give $a$ above $10^8$ m/F, beyond the stability limit of this stack. A permittivity of 300 is near the bulk value for strontium titanate; layers of 2 nm usually have less. Such a dielectric is also nonlinear. $C_d$ in the product is then the differential capacitance $dP/dV_d$ at the bias point, so the product depends on bias. With a rough cubic term $\beta P^3$ in the dielectric field, $\beta\approx7\times10^9$ m⁵/(F C²), the product at 10 mV bias is about 1120 MHz instead of 999 MHz. The resulting $C_d$ is far above the few µF/cm² typical of gate oxides. The damping constant is poorly known, and the intrinsic product scales as $1/\rho$, so 1 GHz is an illustration. Ideal screening is a critical assumption: the rough length of 0.010 nm in part (g) removes the amplification.

Temperature matters as well. With a rough Curie constant $\mathcal C=1.5\times10^5$ K, $a$ changes by $1/(\varepsilon_0\mathcal C)=7.5\times10^5$ m/F per kelvin. With everything else fixed, the ideal gain of 4.92 becomes 3.80 at 5 K warmer and 6.99 at 5 K cooler. Stability against uniform changes, without background, would end after 17 K of cooling. Stripes set in sooner: after about 9 K for $g=3.0\times10^{-10}$ m³/F, and before any cooling for $g=1.0\times10^{-10}$ m³/F. These figures hold $\varepsilon_d$ fixed. The permittivity of strontium titanate rises on cooling, which lowers $1/C_d$; a Curie-Weiss estimate then shortens the 17 K to about 13 K.

Thermal noise sets a floor. For small fluctuations of a capacitor of area $\mathcal A$, equipartition gives $\mathcal AK\langle P^2\rangle=k_BT$. For 1 µm² at 300 K, the noise of $V_d$ is $\sqrt{k_BT/(\mathcal AK)}/C_d=0.12$ mV rms, against a signal of 4.9 mV for a 1 mV input. The linear range thus lies between noise of about a tenth of a millivolt at the dielectric and the nonlinearity already clear at 10 mV input.

## Calculated quantities

```
INPUTS
t_f = 12 nm, t_d = 2 nm
eps_d = 300, eps_b = 30, eps_x = 300 (relative)
a = 5.00e+07 m/F, b = 1.25e+09 m^5/(F C^2)
P_s = 20 uC/cm2, rho = 0.010 ohm m
intrinsic coercive field = 0.0385 MV/cm
MAIN RESULT (polarization charge only)
C_d = 132.81, |C_f| = 166.67 uF/cm2
matching C_d/|C_f| = 0.7969, K = 0.1529 m2/F
static gain = 4.923
rho t_f C_d = 0.1594 ns, tau = 0.7846 ns
bandwidth = 202.8 MHz
gain x bandwidth = 998.6 MHz
unity-gain frequency = 977.8 MHz
STIFFNESS SWEEP: a (m/F), gain, tau (ns), gain/(2 pi tau) (MHz)
2.50e+07   1.662  0.2649   998.6
4.00e+07   2.759  0.4397   998.6
5.00e+07   4.923  0.7846   998.6
5.50e+07   8.101  1.2912   998.6
6.00e+07  22.858  3.6431   998.6
BIAS SWEEP: V (mV), P0 (uC/cm2), gain, tau (ns), product (MHz)
   0 -0.000  4.923  0.7846   998.6
  10  5.177  2.752  0.4386   998.6
  20  8.019  1.702  0.2713   998.6
THICKNESS SWEEP: t_f (nm), gain, tau (ns), product (MHz)
   6   1.662  0.1325  1997.2
   9   2.485  0.2971  1331.5
  12   4.923  0.7846   998.6
  14  14.223  2.6445   856.0
near-matching limit a/(2 pi rho) = 795.8 MHz
stability limit of a = 6.274e+07 m/F
WITH BACKGROUND: a, gain, tau (ns), relaxing product, full product (MHz)
2.50e+07   1.670  0.2724   966.1   975.8
5.00e+07   5.198  0.8535   966.1   969.2
6.00e+07  35.385  5.8263   966.1   966.6
C_b = 2.21 uF/cm2, instantaneous gain = 0.0164
OTHER NEGLECTED EFFECTS
1 mV step: gain 4.903, 1-1/e time 0.7796 ns, E_d 0.0245 MV/cm
10 mV step: gain 3.898, 1-1/e time 0.5608 ns, E_d 0.1949 MV/cm
50 ohm lead, 1 um2: product 704.9 MHz
two electrodes, screening 0.010 nm each: gain 0.312
  with product 998.6 MHz
screening length per electrode that halves gain = 0.00068 nm
Curie constant 1.5e+05 K: da/dT = 7.53e+05 m/(F K)
gain 5 K warmer 3.801, 5 K cooler 6.987
cooling that ends stability = 16.9 K
inertial time (1000 cm-1 mode) = 0.318 fs
thermal noise of V_d at 300 K = 0.1239 mV rms
log10 tunnelling factor (1 eV, free mass): dielectric -8.9, stack -62.3
gradient coefficient: used 1.00e-10, needed 4.61e-11 m3/F
stiffness: uniform 1.172e+07, softest 6.836e+06 m/F
softest stripe period = 24.2 nm
```
